# Esaki-Tsu Drift Velocity of a Thermal Electron Gas in a Miniband: test program

```python
"""
Esaki-Tsu drift velocity of a superlattice miniband.

Result under test:
    v_d = (Delta d / 2 hbar) * I1(x)/I0(x) * w/(1 + w^2)
    x = Delta/(2 kT),  w = omega tau,  omega = e F d / hbar
Symbols: Delta miniband width, d period, tau relaxation time, T temperature,
F field magnitude, e > 0, theta = k d, band E = (Delta/2)(1 - cos theta).
The electric force e F on the electron points along +x.
Internal units: meV, nm, ps.  1 kV/cm gives a force of 0.1 meV/nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.special import expit, ive

HBAR = const.hbar / const.e * 1e15            # meV ps
K_B = const.k / const.e * 1e3                 # meV / K
M_E = const.m_e / (const.e * 1e-9)            # meV ps^2 / nm^2
FORCE_PER_KV_CM = 0.1                         # meV / nm
CM_S = 1e5                                    # cm/s in one nm/ps
STATVOLT = const.c * 1e-6                     # volts in one statvolt

width, period, tau, temp = 40.0, 10.0, 0.2, 300.0
kT = K_B * temp
v_scale = width * period / (2 * HBAR)


def bessel_factor(x):
    return ive(1, x) / ive(0, x)


def drift_formula(w, factor):
    return v_scale * factor * w / (1 + w**2)


# Periodic grid in theta with a fourth-order difference for d/dtheta
N = 240
theta = 2 * np.pi * np.arange(N) / N
step = 2 * np.pi / N
one = np.eye(N)
next1, next2 = np.roll(one, 1, axis=1), np.roll(one, 2, axis=1)
deriv = (8 * (next1 - next1.T) - (next2 - next2.T)) / (12 * step)
band = width / 2 * (1 - np.cos(theta))
v_band = period / HBAR * (deriv @ band)


def equilibrium(temperature):
    weight = np.exp(-band / (K_B * temperature))
    return weight / weight.sum()


def steady_state(w, f_eq):
    """Solve w df/dtheta + f = f_eq."""
    return np.linalg.solve(one + w * deriv, f_eq)


def drift_grid(w, f_eq):
    return v_band @ steady_state(w, f_eq)


# Tilted quantum chain: level ladder and motion of a wave packet
tilt = 4.0
sites = np.arange(-80, 81)
hop = np.full(len(sites) - 1, -width / 4)
chain = np.diag(width / 2 - tilt * sites) + np.diag(hop, 1) + np.diag(hop, -1)
levels, states = np.linalg.eigh(chain)
spacing = np.diff(levels[70:91])
assert np.allclose(spacing, tilt, atol=1e-8)
envelope = np.exp(-sites**2 / (4 * 4.0**2))
envelope /= np.linalg.norm(envelope)
theta_start = 0.6
packet = envelope * np.exp(1j * theta_start * sites)
overlap = envelope[1:] @ envelope[:-1]
bloch_period = 2 * np.pi * HBAR / tilt
coeffs = states.T @ packet
shifts = []
for t in np.linspace(0, 1.2 * bloch_period, 25):
    psi = states @ (np.exp(-1j * levels * t / HBAR) * coeffs)
    shift = sites @ np.abs(psi)**2
    expected = width / (2 * tilt) * overlap * (
        np.cos(theta_start) - np.cos(theta_start + tilt * t / HBAR))
    assert abs(shift - expected) < 1e-8
    shifts.append(shift)

# Thermal factor from its defining average, and its two limits


def factor_quadrature(x):
    top = quad(lambda a: np.cos(a) * np.exp(x * (np.cos(a) - 1)), 0, np.pi)[0]
    return top / quad(lambda a: np.exp(x * (np.cos(a) - 1)), 0, np.pi)[0]


for x in (0.02, 0.5, 2.0, 20.0, 100.0):
    assert abs(factor_quadrature(x) / bessel_factor(x) - 1) < 1e-7
assert abs(factor_quadrature(0.02) / 0.01 - 1) < 1e-3
assert abs(factor_quadrature(100.0) - (1 - 1 / 200.0)) < 1e-4

# Kinetic equation on the grid against the drift formula
for temperature in (30.0, 300.0):
    factor_T = bessel_factor(width / (2 * K_B * temperature))
    f_T = equilibrium(temperature)
    for w in (0.1, 1.0, 4.0):
        assert abs(drift_grid(w, f_T) / drift_formula(w, factor_T) - 1) < 1e-6
    best = minimize_scalar(lambda w: -drift_grid(w, f_T), bounds=(0.2, 4),
                           method="bounded", options={"xatol": 1e-7})
    assert abs(best.x - 1) < 1e-3
    assert abs(-best.fun / (v_scale * factor_T / 2) - 1) < 1e-6
peak_w = best.x

x_th = width / (2 * kT)
factor = bessel_factor(x_th)
f_eq = equilibrium(temp)

# Approach to the steady state after the field is switched on
w_on, t_on = 4.0, 0.8
f_final = steady_state(w_on, f_eq)
f_t = f_final + expm(-(one + w_on * deriv) * t_on) @ (f_eq - f_final)
z_final = factor / (1 - 1j * w_on)
z_t = z_final + (factor - z_final) * np.exp((1j * w_on - 1) * t_on)
assert abs(np.exp(1j * theta) @ f_t - z_t) < 1e-6

# Random free flights: thermal start, exponential duration
rng = np.random.default_rng(7)
flights = 1_000_000
start = rng.vonmises(0.0, x_th, flights)
duration = rng.exponential(tau, flights)
force_peak = HBAR / (tau * period)
end = start + force_peak * period * duration / HBAR
path = width / 2 * (np.cos(start) - np.cos(end)) / force_peak
v_flights = path.mean() / tau
v_error = path.std() / np.sqrt(flights) / tau
v_peak = drift_formula(1.0, factor)
assert abs(v_flights - v_peak) < 5 * v_error
assert v_error < 0.01 * v_peak

# Low-field mobility, Einstein relation, differential mobility
mass = 2 * HBAR**2 / (width * period**2)
mob_formula = tau / mass * factor             # velocity per unit force
w_small = 1e-4
mob_grid = drift_grid(w_small, f_eq) / (w_small * force_peak)
v2_top = quad(lambda a: (v_scale * np.sin(a))**2
              * np.exp(x_th * np.cos(a)), 0, np.pi)[0]
v2_mean = v2_top / quad(lambda a: np.exp(x_th * np.cos(a)), 0, np.pi)[0]
diffusion = tau * v2_mean
assert abs(mob_grid / mob_formula - 1) < 1e-6
assert abs(diffusion / kT / mob_grid - 1) < 1e-6
w_ten = 10 * FORCE_PER_KV_CM / force_peak
dw = 1e-3
slope = (drift_grid(w_ten + dw, f_eq) - drift_grid(w_ten - dw, f_eq)) \
    / (2 * dw * force_peak)
slope_formula = mob_formula * (1 - w_ten**2) / (1 + w_ten**2)**2
assert slope < 0 and abs(slope / slope_formula - 1) < 1e-4

# Mean energy and energy balance
energy_eq = band @ f_eq
for w in (0.5, 1.0, 3.0):
    energy_w = band @ steady_state(w, f_eq)
    assert abs(energy_w - width / 2 * (1 - factor / (1 + w**2))) < 1e-5
    power = w * force_peak * drift_formula(w, factor)
    assert abs(power * tau / (energy_w - energy_eq) - 1) < 1e-6
energy_peak = band @ steady_state(1.0, f_eq)

# Fermi statistics with free motion in two transverse directions


def fermi_equilibrium(mu):
    reduced = (mu - band) / kT
    weight = np.array([quad(lambda s: expit(r - s), 0, np.inf,
                            epsabs=1e-12)[0] for r in reduced])
    assert np.allclose(weight, np.log1p(np.exp(reduced)), rtol=1e-6)
    return weight / weight.sum()


f_dilute, f_dense = fermi_equilibrium(-200.0), fermi_equilibrium(20.0)
factor_dilute = np.cos(theta) @ f_dilute
factor_dense = np.cos(theta) @ f_dense
assert abs(factor_dilute / factor - 1) < 1e-3
assert factor_dense < 0.95 * factor
assert abs(drift_grid(2.0, f_dense) / drift_formula(2.0, factor_dense) - 1) < 1e-6

# Worked example
field_peak = force_peak / FORCE_PER_KV_CM
to_mobility = FORCE_PER_KV_CM * CM_S / 1e3    # to cm^2/(V s)
print(f"miniband width Delta = {width:.1f} meV")
print(f"period d = {period:.1f} nm")
print(f"relaxation time tau = {tau:.2f} ps")
print(f"temperature T = {temp:.0f} K, kT = {kT:.3f} meV")
print(f"Delta/(2kT) = {x_th:.4f}")
print(f"thermal factor I1/I0, Bessel = {factor:.5f}")
print(f"thermal factor, quadrature = {factor_quadrature(x_th):.5f}")
print(f"velocity scale Delta d/(2 hbar) = {v_scale * CM_S:.4e} cm/s")
print(f"band-edge mass = {mass / M_E:.5f} electron masses")
print(f"low-field mobility, formula = {mob_formula * to_mobility:.1f} cm^2/(V s)")
print(f"low-field mobility, grid = {mob_grid * to_mobility:.1f} cm^2/(V s)")
print(f"mobility from eD/kT = {diffusion / kT * to_mobility:.1f} cm^2/(V s)")
print(f"diffusion constant D = {diffusion * 1e-2:.2f} cm^2/s")
print(f"hbar/tau = {HBAR / tau:.4f} meV")
print(f"peak field = {field_peak:.4f} kV/cm")
print(f"peak field = {field_peak * 1e3 / STATVOLT:.3f} statvolt/cm")
print(f"omega tau at maximum found on grid = {peak_w:.5f}")
print(f"peak velocity, formula = {v_peak * CM_S:.4e} cm/s")
print(f"peak velocity, random flights = {v_flights * CM_S:.3e} cm/s")
print(f"standard error of flights = {v_error * CM_S:.1e} cm/s")
print(f"mean miniband energy, no field = {energy_eq:.3f} meV")
print(f"mean miniband energy at peak = {energy_peak:.3f} meV")
for field in (1.0, 2.0, 5.0, 10.0):
    w = field * FORCE_PER_KV_CM / force_peak
    print(f"F = {field:.0f} kV/cm: omega tau = {w:.4f}, "
          f"v formula = {drift_formula(w, factor) * CM_S:.4e} cm/s, "
          f"v grid = {drift_grid(w, f_eq) * CM_S:.4e} cm/s")
hw_ten = 10 * FORCE_PER_KV_CM * period
print(f"hbar omega at 10 kV/cm = {hw_ten:.2f} meV")
print(f"omega at 10 kV/cm = {hw_ten / HBAR:.3f} rad/ps")
print(f"Bloch period at 10 kV/cm = {2 * np.pi * HBAR / hw_ten:.4f} ps")
print(f"differential mobility at 10 kV/cm = {slope * to_mobility:.1f} cm^2/(V s)")
for temperature in (10.0, 77.0, 300.0):
    x = width / (2 * K_B * temperature)
    print(f"T = {temperature:.0f} K: Delta/(2kT) = {x:.3f}, I1/I0 = "
          f"{bessel_factor(x):.4f}, peak v = "
          f"{v_scale * bessel_factor(x) / 2 * CM_S:.3e} cm/s")
print(f"thermal factor, Fermi gas, mu = -200 meV: {factor_dilute:.5f}")
print(f"thermal factor, Fermi gas, mu = +20 meV: {factor_dense:.5f}")
print(f"chain test: tilt per site = {tilt:.1f} meV")
print(f"chain test: mean level spacing = {spacing.mean():.6f} meV")
print(f"chain test: Bloch period = {bloch_period:.4f} ps")
print(f"chain test: largest packet shift on time grid = {max(shifts):.3f} periods d")
print("PASS")
```

Printed output:

```
miniband width Delta = 40.0 meV
period d = 10.0 nm
relaxation time tau = 0.20 ps
temperature T = 300 K, kT = 25.852 meV
Delta/(2kT) = 0.7736
thermal factor I1/I0, Bessel = 0.36050
thermal factor, quadrature = 0.36050
velocity scale Delta d/(2 hbar) = 3.0385e+07 cm/s
band-edge mass = 0.03810 electron masses
low-field mobility, formula = 3328.3 cm^2/(V s)
low-field mobility, grid = 3328.3 cm^2/(V s)
mobility from eD/kT = 3328.3 cm^2/(V s)
diffusion constant D = 86.04 cm^2/s
hbar/tau = 3.2911 meV
peak field = 3.2911 kV/cm
peak field = 10.978 statvolt/cm
omega tau at maximum found on grid = 1.00000
peak velocity, formula = 5.4769e+06 cm/s
peak velocity, random flights = 5.482e+06 cm/s
standard error of flights = 2.1e+04 cm/s
mean miniband energy, no field = 12.790 meV
mean miniband energy at peak = 16.395 meV
F = 1 kV/cm: omega tau = 0.3039, v formula = 3.0470e+06 cm/s, v grid = 3.0470e+06 cm/s
F = 2 kV/cm: omega tau = 0.6077, v formula = 4.8614e+06 cm/s, v grid = 4.8614e+06 cm/s
F = 5 kV/cm: omega tau = 1.5193, v formula = 5.0305e+06 cm/s, v grid = 5.0305e+06 cm/s
F = 10 kV/cm: omega tau = 3.0385, v formula = 3.2527e+06 cm/s, v grid = 3.2527e+06 cm/s
hbar omega at 10 kV/cm = 10.00 meV
omega at 10 kV/cm = 15.193 rad/ps
Bloch period at 10 kV/cm = 0.4136 ps
differential mobility at 10 kV/cm = -261.7 cm^2/(V s)
T = 10 K: Delta/(2kT) = 23.209, I1/I0 = 0.9782, peak v = 1.486e+07 cm/s
T = 77 K: Delta/(2kT) = 3.014, I1/I0 = 0.8110, peak v = 1.232e+07 cm/s
T = 300 K: Delta/(2kT) = 0.774, I1/I0 = 0.3605, peak v = 5.477e+06 cm/s
thermal factor, Fermi gas, mu = -200 meV: 0.36046
thermal factor, Fermi gas, mu = +20 meV: 0.26499
chain test: tilt per site = 4.0 meV
chain test: mean level spacing = 4.000000 meV
chain test: Bloch period = 1.0339 ps
chain test: largest packet shift on time grid = 9.054 periods d
PASS
```
